\section*{Upper bound on the local Avrami slope of KAI mixtures}

\section{Theorem}

A ferroelectric film is divided into regions. Region $i$ carries a fixed fraction $w_i$ of the switchable charge, with $\sum_i w_i=1$. A constant field is applied at $t=0$, and the regions switch independently by the Kolmogorov--Avrami--Ishibashi (KAI) law with one common exponent $n>0$: the unswitched fraction of region $i$ is $\exp[-(t/\tau_i)^n]$. For the whole film define
\begin{equation}
S(t)=\sum_i w_i\,e^{-(t/\tau_i)^n},\qquad H(t)=-\ln S(t),\qquad m(t)=\frac{d\ln H}{d\ln t}.
\label{def}
\end{equation}
The quantity $m$ is the local slope of an Avrami plot, $\ln[-\ln(1-p)]$ against $\ln t$, where $p=1-S$ is the switched fraction.

\paragraph{Theorem.} For every $t>0$,
\begin{equation}
m(t)\le n ,
\label{bound}
\end{equation}
and equality at any finite $t>0$ requires all $\tau_i$ to be equal.

The characteristic times satisfy $0<\tau_i\le\infty$. A part with $\tau_i=\infty$ never switches; it is allowed if it is counted in $S$ and is not the whole film. The sum may be replaced by an average over a continuous distribution. Two conventions matter: $p$ is normalised to the true total charge, and time is counted from the application of the field.

\section{Two lemmas}

Put $x=t^n$ and $k_i=\tau_i^{-n}$, so that $(t/\tau_i)^n=k_ix$. With $\langle\cdot\rangle$ denoting the average with weights $w_i$,
\begin{equation}
S=\langle e^{-kx}\rangle .
\end{equation}
From here on $S$ and $H$ are regarded as functions of $x$, and a prime means $d/dx$. Since $dx/d\ln t=nt^n=nx$,
\begin{equation}
m=\frac{1}{H}\frac{dH}{d\ln t}=n\,\frac{xH'(x)}{H(x)} .
\label{mx}
\end{equation}
The denominator is positive for $x>0$, because some regions have $k>0$ and hence $S<1$.

\paragraph{Lemma 1 (concavity).} $H$ is concave for $x>0$. Define the average over the charge that is still unswitched,
\begin{equation}
\langle f\rangle_x=\frac{\langle f\,e^{-kx}\rangle}{\langle e^{-kx}\rangle}.
\end{equation}
Then
\begin{equation}
H'(x)=\langle k\rangle_x,\qquad H''(x)=-\mathrm{Var}_x(k)\le 0 .
\label{curv}
\end{equation}

\emph{Proof.} For $x\ge x_0>0$ the functions $k^je^{-kx}$ are bounded by $k^je^{-kx_0}$, which is bounded in $k$. Differentiation under the average is therefore allowed, even when $\langle k\rangle$ is infinite. It gives $S'=-\langle k e^{-kx}\rangle$ and $S''=\langle k^2e^{-kx}\rangle$, so
\begin{align}
H'&=-\frac{S'}{S}=\langle k\rangle_x,\\
H''&=-\frac{S''}{S}+\left(\frac{S'}{S}\right)^2=-\langle k^2\rangle_x+\langle k\rangle_x^2=-\mathrm{Var}_x(k).
\end{align}
A variance is not negative, which proves the lemma.

Physically, $H'$ is the mean rate of what remains. Fast regions leave the unswitched population first, so this mean cannot rise.

\paragraph{Lemma 2 (starting value).} $H(x)\to0$ as $x\to0$. Every $k$ is finite, so $e^{-kx}\to1$ for each region. These functions lie between 0 and 1, so the limit may be taken under the average, giving $S\to1$ and $H\to0$.

\section{Proof of the bound and the exact deficit}

Let $0<\varepsilon<x$. By Lemma 1, $H'(y)\ge H'(x)$ for $y\le x$, and therefore
\begin{equation}
H(x)-H(\varepsilon)=\int_\varepsilon^x H'(y)\,dy\ \ge\ (x-\varepsilon)H'(x).
\end{equation}
Letting $\varepsilon\to0$ and using Lemma 2,
\begin{equation}
H(x)\ge xH'(x).
\label{key}
\end{equation}
Insertion in (\ref{mx}) gives $m\le n$. Geometrically, the tangent to a concave curve that starts at the origin meets the vertical axis at $H-xH'\ge0$.

The size of that intercept follows from
\begin{equation}
\frac{d}{dy}\bigl[H(y)-yH'(y)\bigr]=H'-H'-yH''=y\,\mathrm{Var}_y(k).
\end{equation}
The bracket vanishes as $y\to0$, because $0\le yH'(y)\le H(y)\to0$. Integrating from 0 to $x$ and using $n-m=n(H-xH')/H$,
\begin{equation}
n-m=\frac{n}{H(x)}\int_0^x y\,\mathrm{Var}_y(k)\,dy .
\label{deficit}
\end{equation}
If the $k_i$ are not all equal, they remain unequal in the unswitched population at every finite $y$, since the factors $e^{-k_iy}$ are positive. The integrand is then positive and $m<n$. This settles the case of equality.

\section{Limiting cases}

\paragraph{Short times, finite variance.} Let $\langle k^2\rangle$ be finite, and let $\mathrm{Var}(k)$ be the variance with the original weights. Then $H=\langle k\rangle x-\tfrac12\mathrm{Var}(k)x^2+\dots$ and $xH'=\langle k\rangle x-\mathrm{Var}(k)x^2+\dots$. Their difference is $\tfrac12\mathrm{Var}(k)x^2$, and to leading order
\begin{equation}
n-m\simeq \frac{n\,\mathrm{Var}(k)}{2\langle k\rangle}\,t^n .
\label{short}
\end{equation}

\paragraph{Long times, finitely many classes.} Let the slowest class have weight $w_s<1$ and rate $k_s>0$. The other classes become exponentially small beside it, so $S\simeq w_se^{-k_sx}$, $H\simeq k_sx-\ln w_s$ and $xH'\simeq k_sx$. Hence
\begin{equation}
m\simeq\frac{n}{1-\ln w_s/(k_sx)} .
\label{long}
\end{equation}
Since $\ln w_s<0$, this approaches $n$ from below. If instead the slowest class never switches, $H$ tends to the constant $-\ln w_s$ while $xH'\to0$, and $m\to0$.

\paragraph{Nucleation-limited switching.} Let $z=\log_{10}(\tau/\tau_0)$ have a Lorentzian distribution of half width $\Gamma$ centred at zero. Its tail falls as $z^{-2}$ while $k\propto10^{-nz}$ grows exponentially towards small $\tau$, so $\langle k\rangle$ is infinite and (\ref{short}) does not apply. The bound still does. Let $L=\ln(\tau_0/t)$ be large compared with 1, $1/n$ and $\Gamma\ln10$. One region switches within a range of $\ln t$ of order $1/n$, which is narrow compared with $L$. To leading order the switched fraction is the fraction of regions with $\tau<t$:
\begin{equation}
H\simeq p\simeq\int_{-\infty}^{-L/\ln10}\frac{\Gamma}{\pi z^2}\,dz=\frac{\Gamma\ln10}{\pi L}.
\end{equation}
Since $dL/d\ln t=-1$, this gives $m\simeq1/L$. At sufficiently early times the Avrami plot is therefore nearly flat for any fixed $n$; the smaller $n$ is, the earlier the times at which $m\simeq1/L$ holds. For $n=2$ and $\Gamma=0.5$, direct summation at $t=10^{-6}\tau_0$ gives $m=0.075$, against $1/L=0.072$. This behaviour needs the tail to extend to times far shorter than $t$. A real film has a shortest time, below which $\langle k^2\rangle$ is finite and $m$ returns to $n$. With $\tau_0=1.63\ \mu$s and the tail cut at 10 ps, the slope is 0.44 at $10^{-4}\tau_0$, 1.23 at $10^{-5}\tau_0$ and 1.99 at $10^{-6}\tau_0$.

\section{Two corollaries}

\paragraph{Fitted lines.} Let $X_a=\ln t_a$ and $Y_a=\ln H(t_a)$ be $N$ points of the plot. Expanding the products shows that $\sum_{a,b}(X_a-X_b)(Y_a-Y_b)=2N\sum_a(X_a-\bar X)(Y_a-\bar Y)$, and likewise with $Y$ replaced by $X$. The unweighted least-squares slope is therefore
\begin{equation}
m_{\rm fit}=\frac{\sum_{a<b}(X_a-X_b)^2 s_{ab}}{\sum_{a<b}(X_a-X_b)^2},\qquad s_{ab}=\frac{Y_a-Y_b}{X_a-X_b}.
\end{equation}
Each secant slope $s_{ab}$ is the mean of $m$ over an interval of $\ln t$, so $s_{ab}\le n$. The fitted slope is an average of these with non-negative weights, and $m_{\rm fit}\le n$.

\paragraph{Other regional laws.} Let region $i$ have unswitched fraction $e^{-h_i(t)}$, where $h_i$ is a given function with $d\ln h_i/d\ln t\le n$. For finitely many regions,
\begin{equation}
\frac{dH}{d\ln t}=\frac{\langle (dh/d\ln t)\,e^{-h}\rangle}{\langle e^{-h}\rangle}\le n\,\frac{\langle h\,e^{-h}\rangle}{\langle e^{-h}\rangle}.
\label{general}
\end{equation}
At fixed $t$ let $G(\lambda)=-\ln\langle e^{-\lambda h}\rangle$. The lemmas apply with $k\to h$ and $x\to\lambda$, so $G(1)\ge G'(1)$. The last fraction in (\ref{general}) is $G'(1)$, and $G(1)=H$. Hence again $m\le n$. In particular, KAI regions with unequal exponents obey $m\le\max_i n_i$.

\section{Worked example}

Take $n=2$, which describes nuclei present from the start and circular domains growing at constant speed. A film 10 nm thick is held at 2 V, a mean field of 2.0 MV/cm. Three classes have different local fields $E_i$, and their times follow Merz's law $\tau_i=\tau_\infty\exp(E_a/E_i)$ with $\tau_\infty=10$ ps and $E_a=24$ MV/cm. For the middle class the exponent is $24/2.0=12$.

\begin{center}
\begin{tabular}{cccc}
$w_i$ & $E_i$ (MV/cm) & $\tau_i$ ($\mu$s) & $k_i$ ($\mu$s$^{-2}$)\\
0.25 & 1.7 & 13.53 & 0.005465\\
0.50 & 2.0 & 1.628 & 0.377513\\
0.25 & 2.3 & 0.3402 & 8.638990
\end{tabular}
\end{center}

At $t=1\ \mu$s, $x=1\ \mu\mathrm{s}^2$ and
\begin{align}
S&=0.25e^{-0.005465}+0.50e^{-0.377513}+0.25e^{-8.638990}=0.59146,\\
H&=-\ln 0.59146=0.5252,\qquad \langle k\rangle_x=0.2217\ \mu\mathrm{s}^{-2},\\
m&=2\times\frac{1\times0.2217}{0.5252}=0.844 .
\end{align}
The integral in (\ref{deficit}), found by quadrature, is 0.30342. With one more digit kept in $H$, it gives $n-m=2\times0.30342/0.52515=1.156$, in agreement with $2-0.844$.

The slope varies with time as follows.

\begin{center}
\begin{tabular}{ccc}
$t$ ($\mu$s) & $p$ & $m$\\
0.1 & 0.023 & 1.94\\
0.3 & 0.152 & 1.51\\
1 & 0.409 & 0.84\\
3 & 0.745 & 0.39\\
10 & 0.855 & 0.57\\
30 & 0.998 & 1.56
\end{tabular}
\end{center}

It starts near 2 and dips twice, because the classes switch one after another. The first dip, to 0.69 at $0.71\ \mu$s, comes when the fast class is nearly exhausted and the middle one is only beginning. The slope then rises to 1.04 at $1.56\ \mu$s, falls to its lowest value of 0.155 at $4.26\ \mu$s, and finally climbs back towards 2. At the lowest point the two faster classes are almost exhausted and the slow one has hardly begun. There $k_sx=0.005465\times4.26^2=0.099$, and (\ref{long}) gives $2/(1+1.386/0.099)=0.13$; the small remainder comes from the last of the middle class. A line fitted to 21 logarithmically spaced points from 0.1 to $10\ \mu$s has slope 0.92. Read as a growth exponent it would suggest one-dimensional growth, although every region has $n=2$.

\section{What a measured slope can and cannot show}

\paragraph{A slope below $n$ does not prove a mixture.} Let a single region have a time-dependent $\tau(t)$, with nucleation and growth scaled by one common factor. Its unswitched fraction is $e^{-u^n}$ with $u=\int_0^t dt'/\tau(t')$, so
\begin{equation}
m=n\,\frac{d\ln u}{d\ln t}=\frac{n\,t}{\tau(t)\,u(t)} .
\label{clock}
\end{equation}
If $\tau$ grows during switching, then $u>t/\tau(t)$ and $m<n$; if $\tau$ falls, $m>n$.

An interface layer provides such a change. Let the film have thickness $d$ and permittivity $\epsilon_f$, the layer $d_l$ and $\epsilon_l$, with no free charge between them. At fixed voltage the field changes obey $d\,\Delta E_f+d_l\,\Delta E_l=0$, and continuity of displacement gives $\epsilon_0\epsilon_f\Delta E_f+\Delta P=\epsilon_0\epsilon_l\Delta E_l$. Eliminating $\Delta E_l$,
\begin{equation}
\Delta E_f=-\frac{\Delta P}{\epsilon_0(\epsilon_f+\epsilon_l d/d_l)} .
\end{equation}
For $\Delta P=40\ \mu$C/cm$^2$, $d_l=0.3$ nm and both permittivities equal to 30, the shift is $-0.44$ MV/cm. The field inside the thin layer then changes by $0.44\times10/0.3\approx15$ MV/cm, far above usual breakdown fields. A real layer would be expected to pass charge, which reduces the shift, so this is an estimate for an ideal insulating layer. Let the field of one region start at 2.0 MV/cm and fall in proportion to $p$ by this amount. Then (\ref{clock}) gives $m=0.87$ at half switching, without any mixture. A hypothetical aiding feedback of the same size gives 4.4, which shows that the bound can fail when switching raises the field that drives it.

Walls that stop at region edges also lower the slope. Let the initial nuclei be placed independently at random with uniform density $\rho$, and let the walls have travelled a distance $r\propto t$. In a convex region a given point is still unswitched if no nucleus of that region lies within $r$ of it. This has probability $e^{-h}$ with $h=\rho A$, where $A$ is the area, inside the region, of a disc of radius $r$ centred on that point. With $R(\theta)$ the distance from the point to the edge, $A=\tfrac12\int\min[r,R(\theta)]^2d\theta$. Only directions with $R>r$ contribute to $dA/dr$, so $r\,dA/dr=\int_{R>r}r^2d\theta\le2A$, and the logarithmic slope of $h$ is at most 2. The unswitched fraction is the average of $e^{-h}$ over all points. Since $h\le\pi\rho r^2$ is bounded at each time, this average can be differentiated term by term, and the second corollary applies with points in place of regions. In a long strip the slope at half switching is 1.69 with one nucleus per squared width, and 1.01 with 0.1.

\paragraph{A slope above $n$ can come from the measurement.} Suppose that a pulse ending at $t_e$ is taken as complete. The apparent unswitched fraction is then
\begin{equation}
\tilde S(t)=\frac{S(t)-S(t_e)}{1-S(t_e)} .
\end{equation}
As $\delta=t_e-t\to0$, $\tilde S$ vanishes in proportion to $\delta$, and the apparent slope grows as $t_e/[\delta\ln(1/\tilde S)]$ without limit. In the example with $t_e=20\ \mu$s, 2.8\% of the charge is unswitched at the end; the apparent slope passes 2 at $17.3\ \mu$s and is 2.5 at $18\ \mu$s. Overstating the total charge is harmless to the bound, since it is equivalent to adding a part that never switches.

Slow charging acts at the other end. With a side of $10\ \mu$m the capacitance is 2.66 pF, and $50\ \Omega$ in series gives $RC=0.133$ ns. Because $\tau$ depends exponentially on field, the fastest class lags by 0.40 ns, three times $RC$. Once charging is over, (\ref{clock}) gives $m=nt/(t-0.40\ \mathrm{ns})$ for that class. At 20 ns the slope of the mixture is 2.04 instead of 1.998.

\section{The example beside a real capacitor}

The thickness, field, permittivity and switched charge are rough typical values for a hafnium-zirconium-oxide capacitor; the Merz parameters and the three classes are chosen for illustration. The assumption most in doubt is the constant field. The interface estimate above moves a single-region slope from 2 to 0.87, but it assumes no trapped charge at the interface, and compensating charge would reduce the shift. Opposing feedback leaves the bound intact as long as the field keeps falling, because every $\tau_i$ then grows and each regional slope stays below $n$. If compensating charge arrives with a delay, the field recovers, $\tau$ falls again, and (\ref{clock}) allows $m>n$. When the shift of 0.44 MV/cm relaxes exponentially, the slope near $p=0.99$ reaches 2.5 for one region with a relaxation time of $1\ \mu$s, and 2.4 for the three-class film with $30\ \mu$s.

Other effects are smaller for these numbers. The peak switching current of $29\ \mu$A drops 1.4 mV of the 2 V across the resistor. A rough leakage of $10^{-3}$ A/cm$^2$ adds 0.02 $\mu$C/cm$^2$ in $20\ \mu$s, or 0.05\% of the switched charge. This is small only while much charge remains unswitched. If it is counted as switching, it raises the slope at $20\ \mu$s from 1.22 to about 1.25, but at $30\ \mu$s, where it equals 41\% of the unswitched charge, from 1.56 to 2.5. Heating is below about 0.04 K if the heat flows directly into bulk silicon; the thermal resistance of intermediate layers is not included. The highest local field in the three-class film, without an interface layer, is 0.57 of a rough breakdown field of 4 MV/cm. Operation at 85\,$^\circ$C matters more for the times: if $E_a\propto1/T$ from 300 K, with $\tau_\infty$ and the local fields held fixed, the middle $\tau$ falls from 1.63 to $0.23\ \mu$s. The classes move closer together and the minimum slope rises from 0.155 to 0.27, still below $n$. The main values are collected in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
random mixtures: largest m/n = 1.000000
random mixtures: smallest m/n = 0.00e+00
unequal exponents: largest m/n_max = 1.000000
n = 2, activation field = 24 MV/cm, tau_inf = 10 ps
class: w = 0.25, E = 1.7 MV/cm, tau = 13.5275 us, k = 0.005465 us^-2
class: w = 0.50, E = 2.0 MV/cm, tau = 1.6275 us, k = 0.377513 us^-2
class: w = 0.25, E = 2.3 MV/cm, tau = 0.3402 us, k = 8.638990 us^-2
t = 1 us: S = 0.59146, H = 0.52515
t = 1 us: mean k left = 0.22173 us^-2, var = 0.03903 us^-4
t = 1 us: variance integral = 0.30342, n - m = 1.15556
t =   0.1 us: switched = 0.02259, slope m = 1.9438
t =   0.3 us: switched = 0.15194, slope m = 1.5150
t =   1.0 us: switched = 0.40854, slope m = 0.8444
t =   3.0 us: switched = 0.74527, slope m = 0.3935
t =  10.0 us: switched = 0.85525, slope m = 0.5655
t =  30.0 us: switched = 0.99817, slope m = 1.5602
t = 100.0 us: switched = 1.00000, slope m = 1.9505
smallest slope = 0.1550 at t = 4.26 us
line fit, 21 points, 0.1 to 10 us: slope = 0.9240
t = 0.02 us: n - m = 0.002248, short-time law = 0.002248
t = 150 us: m = 1.97770, long-time law = 1.97770
Lorentzian log10 tau, half width = 0.5 decade
  t/tau_median = 1e-06: m = 0.0750
  t/tau_median = 1e-03: m = 0.1559
  t/tau_median = 1e+00: m = 0.6326
  early law at 1e-06: 0.0724
pulse end 20 us: unswitched = 0.0281
false saturation: slope passes n at 17.29 us
false saturation: slope at 18 us = 2.476
film 10 nm, side 10 um, eps_r 30, R = 50 ohm
capacitance = 2.656 pF, RC = 0.133 ns
clock lag of fastest class = 0.400 ns
slope at 20 ns: ideal step 1.9978, with charging 2.0387
switched charge = 40 uC/cm2
interface layer 0.3 nm, eps_r 30: field shift = 0.439 MV/cm
one region, half switched: opposing feedback m = 0.871
one region, half switched: aiding feedback m = 4.381
strip, 1 nucleus per width^2: m at half = 1.693
strip, 0.1 nucleus per width^2: m at half = 1.014
peak current = 28.9 uA, series drop = 1.45 mV
leakage 1e-03 A/cm2 (rough): 0.020 uC/cm2 in 20 us
peak heating (rough) = 0.039 K
85 C, barrier ~ 1/T: median tau = 0.2319 us, smallest m = 0.266
highest local field / rough breakdown 4 MV/cm = 0.57
\end{verbatim}
